\section*{Trap energies from noisy retention data by Tikhonov regularization}

\section{What symmetry fixes}

An electron in a trap of depth $E$ escapes thermally at the rate
\begin{equation}
r(E)=\nu\,e^{-E/kT},
\label{rate}
\end{equation}
where $\nu$ is the attempt frequency, $T$ the temperature and $k$ the Boltzmann constant. The probability that the trap is still filled at time $t$ can depend only on the dimensionless product $r(E)t$. Multiply the time by $a$ and deepen the trap by $kT\ln a$: the factor $a$ cancels, and the product is unchanged. With
\begin{equation}
x=\ln(\nu t),\qquad y=\frac{E}{kT},\qquad r(E)t=e^{x-y},
\end{equation}
the survival probability is therefore a function of $x-y$ alone. A decade of time is worth a fixed step in energy, $kT\ln 10$.

First-order kinetics fixes the function. The filled fraction $p$ obeys $dp/dt=-rp$ with $p(0)=1$, so $p=e^{-rt}=\exp(-e^{x-y})$. For independent traps the threshold-voltage shift is
\begin{equation}
V(t)=\int f(E)\,e^{-r(E)t}\,dE .
\label{forward}
\end{equation}
Here $f$ is the initial shift per unit trap energy, in V/eV. If all the charge sits behind one areal capacitance $C$ to the gate, the number of filled traps per area and energy is $fC/q$, with $q$ the elementary charge. Retrapping, tunnelling and field lowering of the barrier are neglected, and $\nu$ and $T$ are constant.

The symmetry has a price. Replacing $\nu$ by $a\nu$ and shifting $f$ upward by $kT\ln a$ leaves $V(t)$ unchanged, so a decay at one temperature cannot determine $\nu$. Since the shift is proportional to $T$, distributions recovered at two temperatures with a wrong $\nu$ are displaced from each other; requiring them to coincide fixes $\nu$, if it does not itself vary with temperature. For emission into a band it usually does: with a constant capture cross-section $\nu\propto T^2$. Treating it as constant at two close temperatures then returns a value about $e^2$ times too large and energies about $2kT$ too deep, so the known $T^2$ factor must be put into the kernel first.

\section{Two traps and two times, by hand}

Take two trap levels with $r_2=2r_1$, so that their depths differ by $kT\ln2$, and measure at $t_1=\ln2/r_1$ and $t_2=2t_1$. The exponents $r_jt_i$ are $\ln2$, $2\ln2$ and $4\ln2$. If the levels contribute initial shifts $g_1,g_2$, the data are
\begin{equation}
d=Kg,\qquad
K=\begin{pmatrix}1/2&1/4\\1/4&1/16\end{pmatrix},\qquad
K^{-1}=\begin{pmatrix}-2&8\\8&-16\end{pmatrix}.
\end{equation}
For $g=(1,1)$ V the clean data are $(0.75,\,0.3125)$ V. Add the error $\eta=(0.05,-0.10)$ V. The inverse returns
\begin{equation}
g+K^{-1}\eta=(1,1)+(-0.9,\,2.0)=(0.1,\,3.0)\ \text{V}.
\end{equation}
An error of length $0.112$ V has become one of length $2.19$ V.

The eigenvalues of the symmetric matrix $K$ explain the factor. Its trace is $9/16$ and its determinant $-1/32$, so
\begin{equation}
\mu^2-\tfrac{9}{16}\mu-\tfrac1{32}=0,\qquad
\mu=\frac{9\pm\sqrt{113}}{32}=0.613,\ -0.0509 .
\end{equation}
The first row of $(K-\mu)v=0$ gives $v\propto(1,\,4\mu-2)$, hence
\begin{equation}
v_1=(0.911,\,0.413),\qquad v_2=(0.413,\,-0.911).
\end{equation}
The singular values are the magnitudes, $s_1=0.613$ and $s_2=0.0509$. Along $v_1$ both levels change with the same sign and their signals add. Along $v_2$ they change with opposite signs: their signals nearly cancel at $t_1$ and partly cancel at $t_2$, where both are already small, so the decay hardly shows it. Inversion multiplies an error along $v_2$ by $1/s_2=19.6$, and $\eta$ lies almost along it.

Tikhonov regularization minimizes $\|Kg-d\|^2+\lambda^2\|g\|^2$ instead of the misfit alone. Setting the gradient to zero gives $(K^{T}K+\lambda^2I)g=K^{T}d$. With $\lambda=1/16$ and the noisy data $d=(0.80,\,0.2125)$ V, multiplication by 256 yields
\begin{equation}
\begin{pmatrix}81&36\\36&18\end{pmatrix}g=\begin{pmatrix}116\\54.6\end{pmatrix}\text{V},
\qquad g=(0.76,\,1.52)\ \text{V}.
\end{equation}
The error has fallen from $2.19$ to $0.58$ V. This is not free: clean data give right-hand side $(116,\,53)$ V and the answer $(1.11,\,0.72)$ V, which is biased. In the present sample noise and bias partly cancel. With the opposite sign of $\eta$ they add, and the error is $1.17$ V, against $2.19$ V for the plain inverse. Regularization reduces the random error at the price of a systematic one.

\section{Why the general problem is worse}

\subsection{Ripples in the energy distribution}

Write $F(y)=f(kTy)$. Since $dE=kT\,dy$, equation (\ref{forward}) becomes $V=kT\int F(y)\exp(-e^{x-y})\,dy$, and differentiation gives
\begin{equation}
-\frac{dV}{dx}=kT\int F(y)\,e^{x-y}\exp(-e^{x-y})\,dy .
\label{deriv}
\end{equation}
Put $u=x-y$ and $z=e^u$. The weight $e^u\exp(-e^u)\,du=e^{-z}dz$ has unit area, and the mean of $u$ is $\int_0^\infty e^{-z}\ln z\,dz=-\gamma$, with $\gamma=0.577$ Euler's constant. For $F$ varying slowly over a few units of $y$, expansion to first order gives
\begin{equation}
-\frac{dV}{d\ln t}\simeq kT\,f\bigl(kT[\ln(\nu t)+\gamma]\bigr).
\end{equation}
In this limit the slope on a logarithmic time axis reads off the distribution, and no inversion is needed.

The opposite limit is a rapid ripple. Insert $F=e^{i\omega y}$ in (\ref{deriv}):
\begin{equation}
-\frac{dV}{dx}=kT\,e^{i\omega x}\int_0^\infty z^{-i\omega}e^{-z}dz
=kT\,e^{i\omega x}\,\Gamma(1-i\omega).
\end{equation}
For a long wave packet without a zero-frequency part, undoing the derivative divides by $\omega$ in magnitude. Using $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ at $z=i\omega$, the gain from $kTF$ to $V$ is
\begin{equation}
G(\omega)=\frac{|\Gamma(1+i\omega)|}{\omega}=|\Gamma(i\omega)|
=\sqrt{\frac{\pi}{\omega\sinh\pi\omega}}
\;\to\;\sqrt{\frac{2\pi}{\omega}}\;e^{-\pi\omega/2}
\label{gain}
\end{equation}
for large $\omega$, where $\sinh\pi\omega\simeq e^{\pi\omega}/2$. Thermal emission wipes out fine structure exponentially. The gain is $0.522$ at $\omega=1$ and $0.0130$ at $\omega=3$; wave packets sent through the kernel numerically agree within 1\%.

\subsection{A bound on the singular values}

Divide the energy window into $n$ cells of width $\Delta E$ with midpoints $E_j$, and measure at $m\ge n$ times. Then
\begin{equation}
d=Af+\eta,\qquad A_{ij}=\Delta E\,e^{-r(E_j)t_i},\qquad
A=\sum_{k=1}^{n}s_k\,u_kv_k^{T},
\end{equation}
where the $u_k$ and the $v_k$ are orthonormal sets and $s_1\ge s_2\ge\dots>0$. The noise components $\eta_i$ are independent and Gaussian with standard deviation $\sigma$.

If a matrix $B$ has rank at most $k$, then $s_{k+1}\le\|A-B\|$: the span of $v_1,\dots,v_{k+1}$ contains a unit vector $w$ with $Bw=0$, and $\|(A-B)w\|=\|Aw\|\ge s_{k+1}$. A good low-rank approximation thus bounds the singular values.

To construct one, let $L=(E_{\max}-E_{\min})/kT$ and map the window to $-1\le\xi\le1$ by $y=y_0+L\xi/2$. At fixed $x$ expand $h=\exp(-e^{x-y})=\sum_j a_jT_j(\xi)$ in Chebyshev polynomials. With $\xi=(\zeta+\zeta^{-1})/2$ one has $T_j=(\zeta^j+\zeta^{-j})/2$, so $a_j/2$ is a Laurent coefficient of $h$ in $\zeta$ for $j\ge1$. On the circle $|\zeta|=\rho>1$ this gives $|a_j|\le2\rho^{-j}\max|h|$.

On that circle $|\mathrm{Im}\,y|\le L(\rho-\rho^{-1})/4$. Choose $\rho$ so that the right side is $\pi/2$:
\begin{equation}
\rho-\frac1\rho=\frac{2\pi}{L}
\quad\Rightarrow\quad
\rho=\frac{\pi}{L}+\sqrt{1+\frac{\pi^2}{L^2}} .
\end{equation}
Then $\mathrm{Re}\,e^{x-y}\ge0$ and $|h|\le1$. Keeping $T_0,\dots,T_{k-1}$ gives a matrix of rank at most $k$. Each omitted tail is at most $\sum_{j\ge k}2\rho^{-j}$, and the norm of an $m\times n$ matrix is at most $\sqrt{mn}$ times its largest entry, so
\begin{equation}
s_{k+1}\le 2\,\Delta E\,\sqrt{mn}\;\frac{\rho^{-k}}{1-1/\rho}.
\label{bound}
\end{equation}
The decrease is at least exponential, whatever the choice of measurement times.

A sharper but heuristic estimate follows from (\ref{gain}). At low frequency the kernel acts like integration over a window of length $L$, whose singular functions have $\omega_k=(k-\tfrac12)\pi/L$. Keep these frequencies throughout. Converting integrals to sums with spacings $\Delta x$ in $\ln t$ and $\Delta y=\Delta E/kT$ gives
\begin{equation}
s_k\approx\frac{\Delta E}{\sqrt{\Delta x\,\Delta y}}\,|\Gamma(i\omega_k)| .
\label{estimate}
\end{equation}

\subsection{What plain least squares does}

The unregularized solution is $\sum_k(u_k\cdot d/s_k)v_k$. Its noise part has coefficients $u_k\cdot\eta/s_k$. The $u_k\cdot\eta$ are independent with variance $\sigma^2$, so
\begin{equation}
\mathrm{E}\|\delta f\|^2=\sigma^2\sum_{k=1}^n\frac1{s_k^2}.
\label{plain}
\end{equation}
By (\ref{bound}) the last terms grow exponentially as more independent features are requested within a fixed window.

\section{The regularized solution}

Minimize $\|Af-d\|^2+\lambda^2\|f\|^2$. As in the two-trap case,
\begin{equation}
(A^{T}A+\lambda^2I)f_\lambda=A^{T}d .
\end{equation}
Projection on $v_k$ gives $(s_k^2+\lambda^2)(v_k\cdot f_\lambda)=s_k(u_k\cdot d)$, hence
\begin{equation}
f_\lambda=\sum_k\phi_k\,\frac{u_k\cdot d}{s_k}\,v_k,\qquad
\phi_k=\frac{s_k^2}{s_k^2+\lambda^2}.
\label{filter}
\end{equation}
Components with $s_k\gg\lambda$ pass; those with $s_k\ll\lambda$ are suppressed. The limit $\lambda\to0$ restores least squares, and $\lambda\to\infty$ gives $f_\lambda\to0$.

Insert $u_k\cdot d=s_k(v_k\cdot f)+u_k\cdot\eta$. The error along $v_k$ is $-(1-\phi_k)(v_k\cdot f)+\phi_k(u_k\cdot\eta)/s_k$. At fixed $\lambda$ the cross term averages to zero, and
\begin{equation}
\mathrm{E}\|f_\lambda-f\|^2=\sum_k(1-\phi_k)^2(v_k\cdot f)^2
+\sigma^2\sum_k\frac{\phi_k^2}{s_k^2}.
\label{mse}
\end{equation}
The first sum is the squared bias, the second the noise variance. For one component of size $c=|v_k\cdot f|$, setting the derivative with respect to $\phi_k$ to zero gives $\phi_k=s_k^2/(s_k^2+\sigma^2/c^2)$. The best $\lambda$ for that component is thus $\sigma/c$, the noise divided by the expected size of the answer.

Since $c$ is unknown, the discrepancy rule uses the noise level instead:
\begin{equation}
\|Af_\lambda-d\|^2=\tau^2m\sigma^2,\qquad \tau=1.1 .
\label{rule}
\end{equation}
From (\ref{filter}) the left side is
\begin{equation}
\sum_k\Bigl(\frac{\lambda^2}{s_k^2+\lambda^2}\Bigr)^2(u_k\cdot d)^2+\|d_\perp\|^2,
\end{equation}
where $d_\perp$ is the part of $d$ outside the span of the $u_k$. It rises steadily from $\|d_\perp\|^2$ to $\|d\|^2$, so there is one root if the target lies between them. The noise satisfies $\mathrm{E}\|\eta\|^2=m\sigma^2$ with standard deviation $\sqrt{2m}\,\sigma^2$. The margin $\tau>1$ makes it less likely that a large noise sample is fitted as if it were signal; it does not exclude it.

The procedure is:
\begin{enumerate}
\item Choose $\nu$ and an energy window matched to $kT\ln(\nu t)$ over the measured times, and build $A$.
\item Compute $s_k,u_k,v_k$ and the coefficients $u_k\cdot d$.
\item Solve (\ref{rule}) for $\lambda$ by bisection in $\ln\lambda$.
\item Form $f_\lambda$ from (\ref{filter}).
\item Check the residual for trends, then repeat the inversion on synthetic data with fresh noise to see which features persist.
\end{enumerate}

\section{A two-band distribution}

The model parameters are round: $T=450$ K, so $kT=0.03878$ eV, and $\nu=10^{12}$ s$^{-1}$. Two Gaussian bands at $1.15$ and $1.35$ eV, each with standard deviation $0.040$ eV, contribute $1.2$ and $0.8$ V. There are 81 times, spaced evenly in $\ln t$ from $10^{-2}$ to $10^6$ s, with $\sigma=2$ mV. The unknown has 40 cells of $0.015$ eV between $0.95$ and $1.55$ eV. The data come from a separate fine quadrature, so the inversion is not handed data made by its own matrix.

The window length is $L=0.60/0.03878=15.47$, and $\rho=0.203+1.020=1.223$. The singular values are:
\begin{center}
\begin{tabular}{rccc}
$k$ & $s_k$ (eV) & estimate (\ref{estimate}) (eV) & $\phi_k$\\
1 & $5.2\times10^{-1}$ & $4.9\times10^{-1}$ & 1.00\\
10 & $5.9\times10^{-3}$ & $4.4\times10^{-3}$ & 0.76\\
20 & $2.1\times10^{-4}$ & $1.3\times10^{-4}$ & 0.004\\
40 & $2.1\times10^{-7}$ & $1.5\times10^{-7}$ & $4\times10^{-9}$
\end{tabular}
\end{center}
The estimate follows the fall over six decades but is too low, by 45\% at $k=30$ (not in the table). It is a guide to the rate of fall, not to the individual values. The bound (\ref{bound}) holds throughout but is loose: at $k=40$ it is $3.6\times10^{-3}$ eV.

For plain least squares, (\ref{plain}) predicts a root-mean-square noise error of $1.32\times10^4$ V/eV. The true vector has norm $31.3$ V/eV, so the expected error is about 420 times the answer; in the sample used here it is 550 times. The last component alone has $\sigma/s_{40}=9.5\times10^3$ V/eV, about half of the variance. Clean data made with $A$ itself are inverted with relative error $3\times10^{-11}$. The algebra is sound, and the noise is what destroys the result.

The discrepancy target is $1.1\sqrt{81}\times0.002=0.0198$ V, which gives $\lambda=3.3\times10^{-3}$ eV. For $k=10$,
\begin{equation}
\phi_{10}=\frac{5.95^2}{5.95^2+3.32^2}=0.76 .
\end{equation}
Eleven components have $\phi_k>1/2$. The forty cells therefore do not represent forty measured quantities. With the heuristic frequencies, $\omega_{11}=10.5\pi/15.47=2.13$, which is an energy period $2\pi kT/\omega_{11}=0.11$ eV. Ripples with shorter periods are mostly suppressed. The example succeeds because its bands are smooth on this scale: relative to its zero-frequency value, the Fourier transform of each has fallen to $\exp[-(2.13\times0.040/0.03878)^2/2]=0.09$ at $\omega_{11}$.

The recovered distribution has a relative error of 5.3\% in the vector norm. At this $\lambda$, (\ref{mse}) gives a bias of $1.51$ and a noise error of $0.73$ V/eV, together
\begin{equation}
\sqrt{1.51^2+0.73^2}=1.68\ \text{V/eV},\qquad \frac{1.68}{31.3}=5.4\%.
\end{equation}
At this $\lambda$ the bias is about twice the noise error. Over 300 new noise samples, with $\lambda$ chosen afresh each time, the median error is 5.3\% and the 90th percentile 6.3\%. These percentiles do not describe the tail. The target exceeds the mean of $\|\eta\|^2$ by $0.21\times81\,\sigma^2=17\,\sigma^2$, only $1.3$ standard deviations of $\sqrt{162}\,\sigma^2=12.7\,\sigma^2$. About one noise sample in ten is larger than the target, and in a rare sample the rule picks a much smaller $\lambda$ and the error is many times the median.

Both maxima fall in the cells nearest the true centres, at $1.1525$ and $1.3475$ eV. Their heights, $11.4$ and $7.2$ V/eV, are 4\% and 9\% below the true values in those cells. The valley between them is $0.9$ V/eV, so the bands are clearly separated. The lowest value is $-0.06$ V/eV: positivity was not imposed, and a lobe of this size carries no physical meaning. The total shift is $2.00$ V, which corresponds to
\begin{equation}
\frac{CV}{q}=\frac{(5.0\times10^{-3}\ \text{F/m}^2)(2.00\ \text{V})}{1.602\times10^{-19}\ \text{C}}
=6.24\times10^{16}\ \text{m}^{-2},
\end{equation}
or $6.24\times10^{12}$ cm$^{-2}$. The total is much easier to obtain than the shape, because at early times almost all traps in these bands are still filled and the signal measures their sum directly.

\section{What better data can and cannot buy}

By (\ref{gain}) and the spacing $\pi/L$ of the $\omega_k$, successive singular values fall by about $e^{-\pi^2/2L}$, apart from the slowly varying prefactor. If $\lambda$ is lowered in proportion to the noise, as $\lambda=\sigma/c$ suggests for components of given size, a tenfold reduction in noise therefore adds about
\begin{equation}
\frac{2L\ln10}{\pi^2}=\frac{2\times15.47\times2.303}{9.87}=7.2
\end{equation}
components. The computed counts agree: 10, 17 and 24 singular values exceed $10^{-2}$, $10^{-3}$ and $10^{-4}$ of the largest. The discrepancy rule (\ref{rule}) need not lower $\lambda$ that fast; for a smooth distribution it can admit fewer new components. For a distribution of unknown form, the number of recovered components thus grows only about logarithmically with the precision, and a finer energy grid cannot replace information lost in the decay. If the form is known, for example two sharp levels, a direct fit of its few parameters can resolve finer detail.

Three errors lie outside the noise analysis. A tenfold error in $\nu$ moves the whole distribution by $0.0893$ eV, more than twice the standard deviation of a band, without changing the fit if the energy window is moved with it. Traps shallower than about $0.83$ eV are more than 99\% empty at the first measurement and are practically unseen; traps between there and the window edge at $0.95$ eV would still contribute to the early signal, but have no cells to represent them. Much deeper traps add a constant to $V$, which a positive distribution on the present cells represents badly: even at $1.55$ eV the filled fraction at the last time is only about 1\%. Since positivity is not imposed, a plateau of a few $\sigma$ can still be fitted down to the target of (\ref{rule}), but only by large lobes of alternating sign that spoil the recovered distribution; for a much larger plateau the rule has no root. A measured plateau calls for a separate constant term in the fit. If retrapping, tunnelling or field lowering of the barrier matters, the kernel itself is wrong, and a small residual does not prove that the recovered energies are physical. Field lowering is not a small matter at the shift used here. In a layer of relative permittivity 7.5 the stored charge produces a field of order $F=CV/\varepsilon\approx1.5\times10^8$ V/m. For a trap that leaves a Coulomb centre behind, the barrier falls by $q\sqrt{qF/\pi\varepsilon_\infty}\approx0.5$ eV with an optical relative permittivity of 4, and this lowering changes as the charge leaves. The example therefore tests the inversion; it is not a model of a real device at this shift. The complete values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
temperature = 450 K, kT = 0.03878 eV
attempt frequency = 1.0e+12 1/s
capacitance = 5.0e-03 F/m^2
band centres = 1.15, 1.35 eV
band amounts = 1.2, 0.8 V
band standard deviation = 0.040 eV
noise = 2.0e-03 V, tau = 1.1
times: 81 from 1e-02 to 1e+06 s
energy cells: 40 from 0.95 to 1.55 eV
cell width = 0.0150 eV, window L = 15.473 kT
energy shift for tenfold nu = 0.0893 eV
largest grid error of signal = 4.2e-07 V
omega 1: gain formula 0.52156, packet 0.52457
omega 3: gain formula 0.01300, packet 0.01305
Chebyshev ratio rho = 1.2234
k, s_k (eV), bound (eV), estimate (eV), filter, sigma/s_k (V/eV)
 1 5.239e-01 9.350e+00 4.909e-01 1.00e+00 3.82e-03
 5 3.692e-02 4.173e+00 3.143e-02 9.92e-01 5.42e-02
10 5.947e-03 1.522e+00 4.383e-03 7.63e-01 3.36e-01
15 1.102e-03 5.554e-01 7.201e-04 9.94e-02 1.81e+00
20 2.124e-04 2.026e-01 1.260e-04 4.08e-03 9.41e+00
30 7.671e-06 2.697e-02 4.222e-06 5.35e-06 2.61e+02
40 2.110e-07 3.589e-03 1.503e-07 4.05e-09 9.48e+03
ln(s_5/s_20) = 5.158, estimate 5.519
singular values above 1e-02 s_1: 10
singular values above 1e-03 s_1: 17
singular values above 1e-04 s_1: 24
condition number = 2.48e+06
norm of true f = 31.30 V/eV
plain noise error, formula = 1.324e+04 V/eV
plain noise error, sampled = 1.322e+04 V/eV
plain relative error, noise-free = 3.2e-11
plain relative error, noisy = 5.50e+02
chosen lambda = 3.317e-03 eV
components with filter above 1/2: 11
residual norm = 0.01980 V
Tikhonov relative error = 0.0533
bias norm = 1.513, noise norm = 0.730 V/eV
rms error: formula 1.680, sampled 1.677 V/eV
300 samples: median relative error 0.0532, 90th percentile 0.0633
lower peak: 1.1525 eV, recovered 11.42, true there 11.94 V/eV
upper peak: 1.3475 eV, recovered 7.23, true there 7.96 V/eV
valley = 0.91 V/eV, lowest f = -0.06 V/eV
total shift: recovered 2.0000, true 2.0000 V
trapped density: recovered 6.242e+16, true 6.242e+16 1/m^2
\end{verbatim}
